# Successive Breakdown Times of Independent Poisson Spots with a Weibull First Failure

**Q:** I am told that if the first breakdown of a dielectric follows a Weibull law with slope $\beta$, the third has slope $3\beta$. Why should a later failure be less scattered than the first? It is the same film.

**A:** The material need not change at all. The scatter is smaller on the logarithmic time axis of a Weibull plot; in hours it can even grow. An early third breakdown requires three separate rare events in one sample, and their probabilities multiply. To make that precise we need the distribution of the number of breakdown spots.

Divide the dielectric into many cells. Let cell $i$ have broken down by time $t$ with probability $p_i(t)$. Three assumptions are made:

- the cells fail independently;
- each $p_i$ is small at the times of interest;
- a breakdown leaves the stress on the other cells unchanged.

The cells need not be alike. Let $N(t)$ be the number that have failed, and use the generating function $G(z)=\langle z^N\rangle$ with $|z|\le1$. A single cell contributes $(1-p_i)+p_iz$, and independence turns the average of the product into a product of averages:

$$G(z)=\prod_i\left[1+p_i(z-1)\right].$$

Taking the logarithm and expanding for small $p_i$,

$$\ln G=(z-1)\sum_i p_i-\frac{(z-1)^2}{2}\sum_i p_i^2+\dots$$

Define $\Lambda(t)=\sum_i p_i(t)$, the mean number of spots. Since $\sum_i p_i^2\le p_{\max}\Lambda$, the second term vanishes when the largest $p_i$ tends to zero at fixed $\Lambda$, and so do the higher ones. Hence

$$G(z)\to e^{\Lambda(z-1)}=e^{-\Lambda}\sum_{j=0}^{\infty}\frac{\Lambda^j}{j!}z^j .$$

The coefficient of $z^j$ is the probability of $j$ spots, so $N$ is Poisson with mean $\Lambda$. Differences between cells enter through the sum alone.

**Q:** That says nothing about Weibull. Where does $\beta$ come in?

**A:** Through the first failure. Let $T_k$ be the time of the $k$-th breakdown and $F_k(t)$ the probability that $T_k\le t$. No breakdown by $t$ means $N(t)=0$, so

$$1-F_1(t)=e^{-\Lambda(t)}.$$

A Weibull first failure has $1-F_1=\exp[-(t/\eta)^\beta]$. Comparing exponents gives

$$\Lambda(t)=\left(\frac t\eta\right)^\beta .$$

Here $\eta$ is the time at which a fraction $1-e^{-1}=63.2\,\%$ of samples have had their first breakdown. The power law is an input, not a consequence of Poisson counting. Once it is given, however, nothing remains to be adjusted for the later breakdowns.

**Q:** Then give me the distribution of the $k$-th time, not just its tail.

**A:** The $k$-th breakdown has occurred by $t$ if and only if at least $k$ spots exist at $t$. Therefore

$$F_k=1-e^{-\Lambda}\sum_{j=0}^{k-1}\frac{\Lambda^j}{j!}.$$

To turn the sum into an integral, differentiate with respect to $\Lambda$. The derivative acts on the exponential and on each power:

$$\frac{dF_k}{d\Lambda}=e^{-\Lambda}\sum_{j=0}^{k-1}\frac{\Lambda^j}{j!}-e^{-\Lambda}\sum_{j=1}^{k-1}\frac{\Lambda^{j-1}}{(j-1)!}.$$

The second sum contains the powers $0$ to $k-2$ with the same coefficients as the first. They cancel, and the term $j=k-1$ of the first sum is left:

$$\frac{dF_k}{d\Lambda}=\frac{\Lambda^{k-1}e^{-\Lambda}}{(k-1)!}.$$

Since $F_k=0$ at $\Lambda=0$, integration gives

$$F_k(t)=\frac1{(k-1)!}\int_0^{(t/\eta)^\beta}x^{k-1}e^{-x}\,dx\equiv P\!\left(k,(t/\eta)^\beta\right).$$

$P$ is the regularized lower incomplete gamma function; it runs from 0 to 1. For $k=1$ the integral returns the Weibull law.

The mean follows from the same density. With $t=\eta\Lambda^{1/\beta}$,

$$\langle T_k\rangle=\frac{\eta}{(k-1)!}\int_0^\infty \Lambda^{k-1+1/\beta}e^{-\Lambda}\,d\Lambda=\eta\,\frac{\Gamma(k+1/\beta)}{\Gamma(k)} .$$

**Q:** Has this been confronted with anything that does not already assume a Poisson law?

**A:** Yes, with a simulation of 20,000 samples, each of 400 unequal cells with independent failure times, for $\beta=1.5$. The times were sorted and the first three compared with $F_1,F_2,F_3$. The largest gaps between simulated and predicted cumulative fractions were 0.0074, 0.0115 and 0.0084. Sampling noise alone would exceed the middle value in roughly one run in a hundred, so that value is on the high side, and the simulation is a check at the one-per-cent level, no finer.

A sharper test concerns the passage from counts to the gamma function. The equations $dP_j/dt=(d\Lambda/dt)(P_{j-1}-P_j)$, for the probability $P_j$ of $j$ spots, were integrated numerically to $t=0.4\eta$, $\eta$ and $2\eta$. The resulting $F_k$ agreed with the formula to within $10^{-6}$ for $k=1,2,3$. This second test takes the Poisson process for granted; the limit of many cells rests on the argument above and on the simulation.

**Q:** I still see no slope $k\beta$. An incomplete gamma function is not a Weibull law.

**A:** It is not, for $k\ge2$. The slope $k\beta$ belongs to the low-percentile limit. Expand the exponential in the integral for small $\Lambda$:

$$F_k=\frac1{(k-1)!}\left[\frac{\Lambda^k}{k}-\frac{\Lambda^{k+1}}{k+1}+\dots\right]=\frac{\Lambda^k}{k!}\left[1-\frac{k\Lambda}{k+1}+O(\Lambda^2)\right].$$

A Weibull plot shows $W=\ln H$ against $\ln t$, where $H=-\ln(1-F_k)$. For small $F_k$, $H=F_k+F_k^2/2+\dots$, and so $\ln H=\ln F_k+F_k/2+\dots$. When $k\ge2$ the term $F_k/2$ is of order $\Lambda^2$ or smaller, and

$$W=k\ln\Lambda-\ln k!-\frac{k\Lambda}{k+1}+O(\Lambda^2).$$

Because $\ln\Lambda=\beta\ln(t/\eta)$, the slope is

$$s_k=\frac{dW}{d\ln t}=\beta\frac{dW}{d\ln\Lambda}=\beta\left[k-\frac{k\Lambda}{k+1}+O(\Lambda^2)\right]\xrightarrow[\Lambda\to0]{}k\beta .$$

For $k=1$ the term $F_1/2\approx\Lambda/2$ cancels the correction $-\Lambda/2$. Indeed $H=\Lambda$ for $k=1$ at every time, and the line is straight.

The factor $k$ is thus the exponent of $\Lambda^k$, the price of $k$ independent events. The $1/k!$ appears because the order in which the spots form does not matter. It shifts the line without tilting it.

**Q:** Could the curve wiggle between the low and high percentiles, so that some stretch is steeper than $k\beta$?

**A:** No. Take $k\ge2$ and write $S=\sum_{j=0}^{k-1}\Lambda^j/j!$, so that $1-F_k=e^{-\Lambda}S$. The hazard per unit $\Lambda$ is

$$h=\frac{dH}{d\Lambda}=\frac{dF_k/d\Lambda}{1-F_k}=\frac{\Lambda^{k-1}}{(k-1)!\,S},\qquad s_k=\beta\,\frac{\Lambda h}{H}.$$

The logarithmic slope of $h$ is

$$\epsilon(\Lambda)=\frac{d\ln h}{d\ln\Lambda}=k-1-\frac{\Lambda S'}{S}=k-1-\langle J\rangle ,$$

where $J$ takes the values $0,\dots,k-1$ with weights $\Lambda^j/j!$. Differentiating that average gives

$$\frac{d\langle J\rangle}{d\ln\Lambda}=\langle J^2\rangle-\langle J\rangle^2>0 ,$$

so $\epsilon$ falls as $\Lambda$ grows. Now write $H$ as the integral of $h$ from 0 to $\Lambda$ and put $x=u\Lambda$:

$$\frac{H}{\Lambda h(\Lambda)}=\int_0^1\frac{h(u\Lambda)}{h(\Lambda)}\,du=\int_0^1\exp\left[-\int_u^1\epsilon(v\Lambda)\frac{dv}{v}\right]du .$$

As $\Lambda$ rises, $\epsilon(v\Lambda)$ falls, the exponential rises, and so does the whole right-hand side. Its inverse, $s_k/\beta$, falls steadily.

At the late end $S$ is dominated by its highest power, so $h\to1$. Also $H=\Lambda-\ln S$, and the logarithm is negligible beside $\Lambda$. Hence $s_k\to\beta$. The slope lies between $\beta$ and $k\beta$ at every finite time after the start.

**Q:** Put numbers on it. And please choose a case where a third breakdown can be seen: in low-k dielectrics the first one usually ends the test.

**A:** It usually does, because breakdown between copper lines tends to be hard, leaving a conducting path that pulls down the voltage. So take a copper comb in a low-k dielectric, divided into 1000 segments, each fed through its own 10 MΩ ballast resistor. A broken segment drops out while the others stay under stress.

Let the stress be 20 V across 50 nm, which is 4 MV/cm, at 398 K. Set $\beta=1.5$ and $\eta=10$ h for the whole comb. For the 0.1 % point of the third breakdown, define $x=(k!\,p)^{1/k}$ with $p=F_k$. The small-$\Lambda$ expansion gives

$$x=\Lambda\left[1-\frac{k\Lambda}{k+1}+\dots\right]^{1/k}=\Lambda\left[1-\frac{\Lambda}{k+1}+\dots\right],$$

and inverting it to the same order,

$$\Lambda=x\left[1+\frac{x}{k+1}+\dots\right].$$

With $k=3$ and $p=0.001$,

$$x=(0.006)^{1/3}=0.1817,\qquad \Lambda\approx0.1817\,(1+0.0454)=0.1900 .$$

The full gamma function gives $\Lambda=0.1905$, and therefore

$$t_3=10\ \text{h}\times(0.1905)^{1/1.5}=3.31\ \text{h}.$$

The corresponding times for the first and second breakdowns are 0.100 h and 1.27 h. At this percentile, waiting for the third spot instead of the first gains a factor of 33. The medians are 7.8 h and 19.3 h, a factor of about 2.5. The factor is largest in the early tail: the third-breakdown curve is the steeper one on the Weibull plot, so the two curves draw together in $\ln t$ as the percentile rises. In hours the gain is larger at the median, 11.4 h against 3.2 h.

**Q:** If I plot the third breakdown times, will I read off 4.5?

**A:** Not over an ordinary range of percentiles. At 0.1 % the local slope is 4.29, already below the limit; the first correction gives $1.5\,(3-0.75\times0.1905)=4.29$, so it accounts for the difference. At 50 % the local slope is 2.85. A straight line through the 1 % and 50 % points has slope 3.50.

Dividing 3.50 by three would suggest $\beta=1.17$ instead of 1.5. That error comes from applying the limiting law outside its range. For identical combs the remedy is to fit $P(k,(t/\eta)^\beta)$ itself. The first, second and third times can be fitted together, since they share the same $\eta$ and $\beta$, but the times from one comb are correlated, and error bars that treat them as independent come out too small. If the combs differ from one another, this fit gives too low a $\beta$, and the spread must be included in the model.

**Q:** How much does an error in $\beta$ matter for the gain?

**A:** A good deal. At fixed percentile the ratio of times is

$$\frac{t_3}{t_1}=\left(\frac{\Lambda_3}{\Lambda_1}\right)^{1/\beta},$$

in which $\eta$ has cancelled and the two values of $\Lambda$ depend on $p$ alone. At 0.1 % the ratio is 79 for $\beta=1.2$, 33 for $\beta=1.5$ and 18.5 for $\beta=1.8$. A broad first-failure distribution gains the largest factor from tolerance of extra spots.

**Q:** For a larger area I would use the weakest-link rule: $n$ blocks survive if each survives. Does it hold for the third breakdown?

**A:** It answers a different question. Suppose $n$ equal blocks under the same stress form one circuit that fails at the third spot anywhere. Independent Poisson counts add to a Poisson count, as the product of their generating functions shows:

$$\left[e^{\Lambda(z-1)}\right]^n=e^{n\Lambda(z-1)} .$$

The failure probability is therefore $P(k,n\Lambda)$, which at low percentiles is $n^k$ times $P(k,\Lambda)$. The weakest-link expression $1-(1-F_k)^n$ is the probability that at least one block has collected $k$ spots of its own. At low percentiles it grows as $n$.

Take ten blocks, each with $F_3=0.1\,\%$. Then $n\Lambda=1.905$, and the chance of three spots anywhere is 29.8 %. The chance that some single block has three is 1.0 %. The first number is about 300 times 0.1 %, not $10^3$ times, because $n\Lambda$ is no longer small. For $k=1$ the two rules coincide, since $1-(e^{-\Lambda})^n=1-e^{-n\Lambda}$.

**Q:** Your combs are all identical. Real line spacings vary. Does that spoil the slope?

**A:** Variation within a comb is already covered, because unequal cells enter through $\sum_i p_i$, as long as no few weak cells carry a large share of that sum. Variation from comb to comb is different: in a comb with narrow gaps every cell is more likely to fail, so in the pooled data the spots are no longer independent.

Let the lifetime scale vary with field $E$ as $\eta\propto e^{-\gamma E}$, with a rough $\gamma=4$ cm/MV. At fixed voltage, a small change $\delta s$ in the spacing $s$ changes the field by $\delta E=-E\,\delta s/s$. Since $\ln\Lambda=\beta(\ln t-\ln\eta)$,

$$\delta\ln\Lambda=\beta\gamma\,\delta E=-\beta\gamma E\,\frac{\delta s}{s}.$$

A normal spread of 1 nm in 50 nm gives $\ln\Lambda$ a standard deviation $\sigma=1.5\times4\times4\times0.02=0.48$. So replace $\Lambda$ by $\Lambda e^{\sigma g}$, where $g$ is a standard normal variable and $\Lambda$ now belongs to the median comb. At low percentiles,

$$F_k\approx\frac{\Lambda^k}{k!}\left\langle e^{k\sigma g}\right\rangle .$$

Completing the square, $k\sigma g-g^2/2=-(g-k\sigma)^2/2+k^2\sigma^2/2$, gives

$$F_k\approx\frac{\Lambda^k}{k!}\,e^{k^2\sigma^2/2}.$$

The limiting slope remains $k\beta$, but the tail is lifted, and more strongly for larger $k$. As $F_k\propto t^{k\beta}$ there, the time at fixed percentile is multiplied by $e^{-k\sigma^2/(2\beta)}$. For $k=3$ this is $e^{-0.23}=0.79$.

With this linear relation between field and spacing, the full average over $g$ gives 2.68 h in place of 3.31 h at 0.1 %, a reduction of 19 % relative to identical combs. Keeping $E=V/s$ exactly would lower the time by about 2 % more, because combs with narrower than average gaps dominate the early tail, and there the exact field exceeds the linear estimate. With the linear relation the first-breakdown time falls by 7 %, and the local slope for $k=3$ at that percentile drops from 4.29 to 4.18.

**Q:** And if the first breakdown disturbs the others, by heating them or lowering the supply voltage?

**A:** Suppose that after the first breakdown at $t_1$ all remaining cells age $a$ times as fast. Their effective age at $t$ is $t_1+a(t-t_1)$. For small $\Lambda$, the probability of a second spot is the chance of a first one in $dt_1$ times the mean number added afterwards. With $t_1=ut$,

$$F_2\approx c(a)\,\Lambda^2,\qquad c(a)=\int_0^1\beta u^{\beta-1}\left\{[u+a(1-u)]^\beta-u^\beta\right\}du .$$

For $a=1$ the integral is $1-\tfrac12=\tfrac12$, the earlier $1/2!$. For any other fixed, positive $a$ the prefactor changes but the power $\Lambda^2$, and with it the slope $2\beta$, survives. Numerical integration without the small-$\Lambda$ approximation, at $t=10^{-3}\eta$, gave this slope to within $10^{-3}$ for both $a=0.5$ and $a=2$.

The limit needs small $\Lambda$ at fixed $a$. If $a$ is enormous, as when one breakdown triggers the next at once, the second time nearly coincides with the first. Then $F_2\approx F_1$, and the slope over the accessible percentiles is close to $\beta$.

**Q:** Which situation is your ballasted comb in?

**A:** The mild one, for the values chosen. If the broken path has a resistance far below 10 MΩ, a failed segment draws $20\ \text{V}/10\ \text{M}\Omega=2\ \mu$A. Through a shared supply resistance of 1 kΩ this lowers the voltage by 2 mV, one part in $10^4$, and the field by $4\times10^{-4}$ MV/cm. Then $a=e^{-4\times0.0004}=0.9984$, which lengthens $t_2$ at 0.1 % by 0.06 %.

The power is $V^2/R=40\ \mu$W, nearly all of it dissipated in the ballast resistor rather than in the low-resistance broken path; counting all of it as heat delivered to the comb gives an upper size for the effect. With a rough thermal resistance of $10^4$ K/W, applied to all segments, the warming is 0.4 K. For a rough activation energy $E_a=0.5$ eV,

$$a=\exp\left(\frac{E_a\,\Delta T}{k_BT^2}\right)=1.015,$$

and $t_2$ shortens by 0.6 %. For the third breakdown the disturbance acts twice, with factor $a$ after the first spot and $a^2$ after the second: at 0.1 % the warming shortens $t_3$ by 1.2 % and the sag lengthens it by 0.13 %.

A broken segment also cannot be counted twice. With $M=1000$ equal segments, $\Lambda^3/3!$ becomes approximately

$$\binom M3\left(\frac\Lambda M\right)^3=\frac{\Lambda^3}{3!}\left(1-\frac1M\right)\left(1-\frac2M\right),$$

a relative loss of about $3/M$. Dividing by the slope 4.5 gives a delay of 0.07 % in $t_3$, as the full binomial calculation confirms.

The count is readable too. A leakage density of $10^{-5}$ A/cm² over $10^{-6}$ cm² per segment gives 10 nA for the whole comb, far below the 2 μA step. Before failure each ballast resistor drops just 0.1 mV.

**Q:** So may I promise a chip thirty-three times the lifetime if it tolerates two spots?

**A:** Not from this calculation. The spacing, slope and stress field are round values in what I take to be a roughly typical range for accelerated tests of narrow low-k gaps. The 10 MΩ ballast per segment is a choice that makes counting possible, not a feature of ordinary interconnect. Without such isolation, a hard first breakdown violates the assumption of unchanged stress, and the gain of 33 can disappear altogether. Among the departures sized here, comb-to-comb spacing is the largest: it moves the third-breakdown time at 0.1 % by about 20 %. The finite number of segments moves that time by less than 0.1 %, the voltage sag by about 0.1 %, and the warming by about 1 %.

The use field is also far lower: 1 V across the same gap is 0.2 MV/cm. The ratio $t_3/t_1$ carries over at fixed percentile if $\beta$ is the same there, the spots remain independent, and the circuit still works with two of them. The absolute lifetime needs a law for $\eta$ at low field, which counting spots cannot supply.

## Numbers as computed

```
Weibull slope beta = 1.50; eta = 10.0 h
Stress: 20 V, 50 nm, 4.0 MV/cm, 398 K
Segments: 1000; ballast 10 Mohm; shared supply 1 kohm
k=1: simulation, largest CDF gap = 0.0074
k=2: simulation, largest CDF gap = 0.0115
k=3: simulation, largest CDF gap = 0.0084
k=1, p=0.1 %: L = 0.00100; leading x = 0.00100; x(1+x/(k+1)) = 0.00100
k=1: time at 0.1 % = 0.100 h; leading estimate = 0.100 h
k=1: slope limit = 1.50; slope at 0.1 % = 1.500; at 50 % = 1.500
k=1: two-point slope, 1 % to 50 % = 1.500
k=1: median = 7.83 h; mean = 9.03 h
k=2, p=0.1 %: L = 0.04540; leading x = 0.04472; x(1+x/(k+1)) = 0.04539
k=2: time at 0.1 % = 1.273 h; leading estimate = 1.260 h
k=2: slope limit = 3.00; slope at 0.1 % = 2.956; at 50 % = 2.276
k=2: two-point slope, 1 % to 50 % = 2.619
k=2: median = 14.12 h; mean = 15.05 h
k=3, p=0.1 %: L = 0.19053; leading x = 0.18171; x(1+x/(k+1)) = 0.18997
k=3: time at 0.1 % = 3.311 h; leading estimate = 3.208 h
k=3: slope limit = 4.50; slope at 0.1 % = 4.290; at 50 % = 2.854
k=3: two-point slope, 1 % to 50 % = 3.502
k=3: median = 19.27 h; mean = 20.06 h
Ratio t3/t1 at 0.1 % for beta 1.2 = 79.4
Ratio t3/t1 at 0.1 % for beta 1.5 = 33.1
Ratio t3/t1 at 0.1 % for beta 1.8 = 18.5
Ratio t2/t1 at 0.1 % for beta 1.5 = 12.7
10x area, third spot anywhere: F = 29.77 %
10 blocks, any block with 3 spots: F = 0.996 %
Rough inputs: field acceleration 4.0 cm/MV; activation 0.5 eV
Rough inputs: thermal resistance 1e+04 K/W; leakage 1e-05 A/cm2
Facing area per segment = 1e-06 cm2
Spacing spread = 1.0 nm; sigma of ln L = 0.480
k=1: 0.1 % time with spacing spread = 0.093 h (-7.4 %)
k=2: 0.1 % time with spacing spread = 1.096 h (-13.9 %)
k=3: 0.1 % time with spacing spread = 2.678 h (-19.1 %)
k=3: slope at 0.1 % with spacing spread = 4.178
Finite segments: shift of t3 at 0.1 % = +0.067 %
Current step per failed segment = 2.0 uA; comb leakage = 10.0 nA
Supply sag = 2.0 mV; ageing factor = 0.99840; shift of t2 = +0.064 %
Warming = 0.40 K; ageing factor = 1.01476; shift of t2 = -0.585 %
Ballast drop before failure = 0.10 mV
```
